# Exact underpotential-deposition isotherm for adatoms decorating a step edge

A row of divalent metal adatoms on a gold step, with a neighbour attraction of 80 meV at 298 K, empties from 90% to 10% coverage when the electrode potential rises by 14.3 mV. Without the attraction the same change needs 56.5 mV. A mean-field treatment of the same attraction predicts a sudden jump between coverages 0.94 and 0.06. The attraction clearly sharpens the isotherm; what has to be explained is why the width shrinks by a factor of four and does not vanish.

**The row as a lattice gas**

Take a straight step with $N$ equivalent sites, each empty ($n_i=0$) or filled ($n_i=1$). Each filled nearest-neighbour pair lowers the energy by $\varepsilon$, so $\varepsilon>0$ means attraction. Other lateral forces are absent. The ends are joined into a ring, and $N\to\infty$ at the end. The ions discharge fully:

$$\mathrm{M}^{z+}+z\,e^-\rightleftharpoons \mathrm{M_{ad}}. \tag{1}$$

Measure the potential $E$ from the Nernst potential of the bulk metal in the same solution. At $E=0$ the ion and its $z$ electrons together have the chemical potential $\mu_{\rm bulk}$ of the bulk metal. Raising the potential by $E$ lowers the electrochemical potential of each electron by $eE$, so at equilibrium $\mu_{\rm ad}=\mu_{\rm bulk}-zeE$. Let an isolated step adatom have the site free energy $\mu_{\rm bulk}-b$, with $b$ independent of $E$. With $\beta=1/kT$, a filled site carries the weight

$$x=e^{\beta[\mu_{\rm ad}-(\mu_{\rm bulk}-b)]}=e^{\beta(b-zeE)}, \tag{2}$$

and each filled pair carries $y=e^{\beta\varepsilon}$.

Suppose $n$ adatoms form $m$ unbroken runs. A run of $l$ atoms contains $l-1$ pairs, so there are $n-m$ pairs and the weight is

$$x^n y^{\,n-m}=(xy)^n y^{-m}=s^nA^m,\qquad s=xy,\quad A=e^{-\beta\varepsilon}. \tag{3}$$

The full ring has $N$ pairs and weight $s^N$; the empty ring has weight 1. Both fit (3) with $m=0$, if $m$ counts runs that have ends. The natural field is therefore

$$u=\ln s=\beta(b+\varepsilon-zeE)=-\frac{ze}{kT}(E-E_{1/2}),\qquad E_{1/2}=\frac{b+\varepsilon}{ze}. \tag{4}$$

Exchanging filled and empty sites turns $n$ into $N-n$ and leaves $m$ unchanged. Hence $\theta(-u)=1-\theta(u)$, and the coverage is one half at $u=0$. Deposition is underpotential, meaning that $E_{1/2}>0$, when $b+\varepsilon>0$.

**Solution by transfer matrix**

Share each site's weight equally between its two bonds. The partition function is then $Z_N=\mathrm{Tr}\,T^N$ with

$$T=\begin{pmatrix}1&\sqrt{x}\\ \sqrt{x}&xy\end{pmatrix}. \tag{5}$$

Its trace is $1+s$. Since $x=sA$, its determinant is $xy-x=s(1-A)$, and the eigenvalues obey

$$\lambda^2-(1+s)\lambda+s(1-A)=0. \tag{6}$$

Write $\lambda=e^{u/2}\nu$, $C=\cosh(u/2)$ and $S=\sinh(u/2)$. Because $1+s=2e^{u/2}C$, dividing (6) by $e^u$ gives $\nu^2-2C\nu+1-A=0$. With $C^2-1=S^2$,

$$\lambda_\pm=e^{u/2}(C\pm R),\qquad R=\sqrt{S^2+A}. \tag{7}$$

At finite temperature $C$ and $R$ are both positive for real $u$, so $q=\lambda_-/\lambda_+$ satisfies $|q|<1$. From $Z_N=\lambda_+^N+\lambda_-^N$,

$$\frac{\ln Z_N}{N}=\ln\lambda_++\frac{1}{N}\ln(1+q^N). \tag{8}$$

By (3), differentiating $\ln Z_N$ with respect to $u$ at fixed $A$ gives the mean number of adatoms. The last term of (8) contributes $q^{N-1}q'/(1+q^N)$, which vanishes as $N\to\infty$. Therefore $\theta=d\ln\lambda_+/du$. Using $C'=S/2$ and $R'=SC/(2R)$,

$$\theta=\frac12+\frac{C'+R'}{C+R}=\frac12+\frac{S(R+C)}{2R(C+R)},$$

$$\boxed{\theta=\frac12\left[1+\frac{\sinh(u/2)}{\sqrt{\sinh^2(u/2)+e^{-\beta\varepsilon}}}\right]} \tag{9}$$

For $\varepsilon=0$, $A=1$ and $R=C$, so (9) becomes $\tfrac12[1+\tanh(u/2)]=1/(1+e^{-u})$, the Langmuir isotherm. As a test of (9), the weights (3) were summed over all configurations of a 400-site ring, for 25 combinations of $\beta\varepsilon$ between $-2$ and 5 and $u$ between $-3$ and 1.5. The largest difference in coverage was $1.4\times10^{-15}$.

**What attraction sharpens**

Set $t=2\theta-1=S/R$. Then $t^2(S^2+A)=S^2$, so $S^2=At^2/(1-t^2)$. Since $1-t^2=4\theta(1-\theta)$, and $S$ has the sign of $t$,

$$u(\theta)=2\,\mathrm{arsinh}\!\left[e^{-\beta\varepsilon/2}\,\frac{2\theta-1}{2\sqrt{\theta(1-\theta)}}\right]. \tag{10}$$

At fixed temperature, the bracket shrinks in magnitude as $\varepsilon$ grows. Every coverage other than one half is therefore reached closer to $E_{1/2}$, and every coverage window symmetric about one half becomes narrower. This is the precise sense of sharpening. It does not mean that the slope rises at every potential.

To find the slope, differentiate $\theta=\tfrac12+S/(2R)$:

$$\frac{d\theta}{du}=\frac{S'R-SR'}{2R^2}=\frac{C(R^2-S^2)}{4R^3}=\frac{A\,C}{4(S^2+A)^{3/2}}. \tag{11}$$

Far from the midpoint, $C\simeq e^{|u|/2}/2$ and $|S|\simeq e^{|u|/2}/2$, so the slope tends to $Ae^{-|u|}$. The tails are flatter by the factor $A$ than those of a Langmuir isotherm with the same midpoint. Compared at fixed $b$ and the same potential, the low-coverage tail coincides with the Langmuir tail, since $Ae^{u}=x$, and the high-coverage tail is flatter by $A^2$.

To locate the maximum, put $p=S^2$, which increases with $|u|$, and use $C=\sqrt{1+p}$:

$$\frac{d}{dp}\ln\frac{d\theta}{du}=\frac{1}{2(1+p)}-\frac{3}{2(p+A)}=\frac{A-3-2p}{2(1+p)(p+A)}. \tag{12}$$

For attraction $A<1$, and this is negative for all $p\ge0$. The slope has a single maximum, at $u=0$, where $C=1$ and $R=\sqrt A$:

$$\left(\frac{d\theta}{du}\right)_{\max}=\frac{1}{4\sqrt A}=\frac14e^{\beta\varepsilon/2}. \tag{13}$$

Repulsion behaves differently once $A>3$, that is, for $\varepsilon<-kT\ln3$. The numerator of (12) is then positive at $p=0$, and the single peak splits into two, at $\sinh^2(u/2)=(A-3)/2$.

**Why there is no jump**

By the mean-value theorem, (4) and (13) give, for $\varepsilon\ge0$ and any two potentials,

$$|\theta(E_1)-\theta(E_2)|\le\frac{ze}{4kT}\,e^{\varepsilon/2kT}\,|E_1-E_2|. \tag{14}$$

The coefficient is finite for every finite $\varepsilon$ and every $T>0$. Two potentials that approach each other must then have coverages that approach each other, and a discontinuity is impossible. As $T\to0$ the isotherm does become a step, but so does the Langmuir isotherm; that limit is no sign of a phase transition at finite temperature.

The result is stronger than continuity. A singularity at real $u$ would require complex zeros of $Z_N$ to close in on the real axis as $N$ grows. A zero requires $\lambda_+^N=-\lambda_-^N$, so

$$\frac{\lambda_+}{\lambda_-}=e^{2i\psi},\qquad \psi=\frac{(2k-1)\pi}{2N},\quad k=1,\dots,N.$$

The two roots $\nu_\pm=C\pm R$ have product $1-A$ and sum $2C$. Hence $\nu_\pm=\sqrt{1-A}\,e^{\pm i\psi}$, up to a common sign that the choice of $k$ absorbs, and

$$\cosh(u/2)=\sqrt{1-A}\,\cos\psi. \tag{15}$$

For attraction the right side is real and smaller than 1 in magnitude, so $u=i\varphi$ with $\cos(\varphi/2)=\sqrt{1-A}\cos\psi$. The $N$ values of $k$ give $N$ different angles between 0 and $2\pi$, which exhausts the roots of a polynomial of degree $N$ in $s$. Each one satisfies $\cos^2(\varphi/2)<1-A$, or $\sin^2(\varphi/2)>A$. No zero has

$$|\varphi|<2\arcsin e^{-\beta\varepsilon/2} \tag{16}$$

for any ring length. This gap around the positive real $s$ axis narrows on cooling but closes only at $T=0$. In the example it extends to 0.42 rad on either side.

**The price of a wall**

The physical reason appears at $u=0$, where (3) gives each configuration the weight $A^m$. Each run has two ends, so each boundary between filled and empty sites carries $\sqrt A$, an energy cost of $\varepsilon/2$. Each bond of a long row either has a wall, with weight $\sqrt A$, or has none, with weight 1, independently of the others. The ring's requirement of an even number of walls does not affect these local probabilities as $N\to\infty$. The wall probability per bond is

$$w=\frac{\sqrt A}{1+\sqrt A}=\frac{1}{1+e^{\beta\varepsilon/2}}. \tag{17}$$

A wall has a finite price but can sit at any of $N$ places, so a long row always contains a finite density of them. It never separates into one wholly filled and one wholly empty phase. There are $w/2$ filled runs per site at coverage one half, hence the mean run length is $(1/2)/(w/2)=1/w=1+e^{\beta\varepsilon/2}$.

The same picture gives the slope again. Differentiating $\ln Z_N$ twice shows that $d\theta/du$ is the variance of the adatom number per site. Let $\sigma_i=2n_i-1$. Each bond between two sites multiplies their correlation by $c=1-2w$, so $\langle\sigma_i\sigma_{i+j}\rangle=c^{|j|}$ and

$$\frac{d\theta}{du}\bigg|_{0}=\frac14\sum_{j=-\infty}^{\infty}c^{|j|}=\frac14\,\frac{1+c}{1-c}=\frac{1-w}{4w}=\frac14e^{\beta\varepsilon/2}, \tag{18}$$

in agreement with (13). The isotherm is steep because neighbouring sites fill and empty together in groups, and its slope is finite because the groups are finite.

**Where the mean-field jump comes from**

Mean field replaces the pair probability $\langle n_in_{i+1}\rangle$ by $\theta^2$. The grand potential per site, divided by $kT$, becomes

$$g(\theta)=\theta\ln\theta+(1-\theta)\ln(1-\theta)-\theta\ln x-\beta\varepsilon\theta^2. \tag{19}$$

Setting $g'=0$ and using $\ln x=u-\beta\varepsilon$ gives the Frumkin isotherm

$$u=\ln\frac{\theta}{1-\theta}-\beta\varepsilon(2\theta-1). \tag{20}$$

At $\theta=1/2$ its derivative is $du/d\theta=4-2\beta\varepsilon$. For $\beta\varepsilon>2$ this is negative: the midpoint is unstable, and at $u=0$ two equal minima lie symmetrically about it. At 298 K the threshold is $\varepsilon=51.4$ meV. For 80 meV the minima are at 0.061 and 0.939.

Equation (19) does describe a different system correctly, one in which all sites attract one another equally with total energy $-\varepsilon n^2/N$. For $\beta\varepsilon>2$ and $u=0$, a coverage between the two minima costs that system a free energy proportional to $N$, which suppresses it in the large-$N$ limit. In the ring, a filled stretch and an empty stretch can coexist at the cost of two walls, whatever their lengths.

The absence of a jump extends to any finite-range forces of finite strength. If the range is $r$ sites, the transfer matrix acts on the $2^r$ states of a block. After $r$ steps any block can follow any other with positive weight, so by the Perron–Frobenius theorem the largest eigenvalue is simple and exceeds all others in magnitude. It then varies analytically with $u$. The argument fails when the number of coupled rows grows without limit, because the matrix does too, and it does not cover attractions of unlimited range.

**Numbers for a gold step**

Take $z=2$, $\varepsilon=80$ meV, $b=400$ meV and $T=298.15$ K, so that $kT=25.69$ meV and $kT/ze=12.85$ mV. Equation (4) gives $E_{1/2}=(400+80)/2=240$ mV; isolated adatoms would have their midpoint at 200 mV. With $\beta\varepsilon=3.114$ the sharpening factor is $e^{1.557}=4.74$, and the mean run at half coverage is 5.7 atoms.

For $\theta=0.9$ the fraction in (10) is $0.8/(2\times0.3)=4/3$. The 10–90% window is

$$\Delta E=4\times12.85\ \text{mV}\times\mathrm{arsinh}\!\left(\frac{4/3}{4.74}\right)=14.3\ \text{mV}. \tag{21}$$

At 245 mV, 5 mV above the midpoint, the coverage is 0.16, against 0.40 for a Langmuir isotherm with the same midpoint. For an isolated, infinitely long row, raising $\varepsilon$ to 320 meV at the same temperature narrows the window to 0.14 mV, yet the slope is still finite at 9.9 per mV. This case only illustrates the formula. The mean run is then about 500 sites, so free segments of 50 or 500 sites widen the window to 2.7 or 0.5 mV. With the second-row sites considered below, the first row also fills on its own only while $2\varepsilon$ is smaller than the difference of the two $b$ values, here for $\varepsilon<150$ meV; at 320 meV the two rows would fill together at 445 mV. With $\varepsilon$ held at 80 meV, the window grows from 11.9 mV at 278 K to 19.3 mV at 338 K. This is faster than proportional to $T$, because the factor $e^{-\varepsilon/2kT}$ in (10) also grows.

For sites 0.29 nm apart and steps 2.5 nm apart, a full row holds $2e/(0.29\times2.5\ \text{nm}^2)=44.2\ \mu$C/cm². The largest slope, $1.186/12.85=0.0923$ per mV, gives a peak pseudocapacitance of $44.2\times0.0923=4.08$ mF/cm². At a sweep rate of 1 mV/s the peak current is 4.1 µA/cm², and the peak is 8.4 mV wide at half height.

The gold site spacing is a rough real value, and the step spacing is that of a regularly stepped crystal. The energies are rough values of plausible size, not those of a particular adatom. Co-adsorbed anions, which can shift and reshape such peaks on a real electrode, are left out. Among the departures estimated next, the largest loss of peak height comes from sites that are not identical. If the site energy varies from step to step with a standard deviation of 20 meV, the midpoints spread by 10 mV, more than the peak width, and the peak falls to 37% of its ideal height. The same spread placed independently on each site leaves 64%. A second-neighbour repulsion of 6 meV moves the midpoint by $-3$ mV and leaves 80% of the peak, while free segments of 50 sites leave about 93%. A repulsion that reaches beyond second neighbours would lower the peak further. If only 1.8 electrons are transferred per adatom, the window widens to 15.8 mV. All these sizes follow from assumed inputs. On a real electrode, a 10–90% window wider than (21) therefore does not by itself show that the attraction is weak.

Two further effects are small here. A second row, with $b=100$ meV and each of its sites touching two first-row atoms, is half full at 170 mV and has a coverage of only $8\times10^{-5}$ at 240 mV. Further terrace rows with the same $b$ and $\varepsilon$ fill within about 2 mV of 170 mV as well, and move the second row's midpoint to 172 mV, so this potential marks the filling of the terrace. The one-row isotherm thus applies around its own peak but not near 170 mV or below. A series resistance of 10 Ω cm² shifts the peak by 0.04 mV at this sweep rate. Slow discharge kinetics have not been estimated; the isotherm requires a sweep slow enough for equilibrium. The numerical output lists the remaining values.

## Calculated quantities

```
largest isotherm error in tests: 1.4e-15
T = 298.15 K, kT = 25.693 meV, z = 2
eps = 80 meV, b = 400 meV
eps/kT = 3.114, A = 0.04443
kT/(ze) = 12.846 mV
isolated-adatom midpoint = 200.0 mV
E_half = 240.0 mV
sharpening factor exp(eps/2kT) = 4.744
largest d theta/du = 1.1860
largest |d theta/dE| = 0.0923 per mV
mean run at half coverage = 5.74 atoms
zero-free half-angle = 0.4248 rad
E (mV): theta exact, theta Langmuir at same midpoint
  220: 0.9856, 0.8259
  230: 0.9421, 0.6853
  235: 0.8403, 0.5961
  240: 0.5000, 0.5000
  245: 0.1597, 0.4039
  250: 0.0579, 0.3147
  260: 0.0144, 0.1741
10-90% window = 14.26 mV
10-90% window, Langmuir = 56.45 mV
peak full width at half height = 8.36 mV
same width, Langmuir = 45.29 mV
eps (meV): 10-90% window (mV), largest slope (1/mV)
  0: 56.4524, 0.0195
  40: 29.7638, 0.0424
  160: 3.0426, 0.4380
  320: 0.1353, 9.8565
T (K): 10-90% window (mV), eps and b held fixed
  278.15: 11.92
  338.15: 19.34
mean-field threshold eps = 51.39 meV
mean-field false jump: 0.0610 to 0.9390
site spacing 0.29 nm, step spacing 2.5 nm
full-row charge = 44.20 uC/cm2
peak pseudocapacitance = 4.080 mF/cm2
peak current at 1 mV/s = 4.080 uA/cm2
Neglected effects (peak = share of ideal peak slope)
2nd-neighbour repulsion 6 meV: shift -3.0 mV, peak 80.5%
free segment of 50 sites: shift -0.44 mV, peak 92.5%
random site energies, sd 20 meV: peak 64%
same sd but from step to step: peak 37%
second row, b = 100 meV: half full at 170.0 mV
  its coverage at E_half = 8.1e-05
  first-row shift 0.002 mV, peak 100.03%
charge transfer 1.8 e, not 2 e: 10-90% window 15.84 mV
resistive lag at 10 ohm cm2 = 0.041 mV
double layer 30 uF/cm2: 0.74% of peak
```
